Comment on a π³ Specularity Exponent for Rough Nanowire Surfaces

**The argument under review**

The manuscript estimates how strongly surface roughness limits heat flow in a thin wire. Its central step runs as follows. "A surface element raised by ζ changes the phase of a normally incident phonon by 4πζ/λ. The heights are Gaussian with rms value h, so the mean square phase is 16π²h²/λ². Averaging over the surface is a Gaussian integral, which supplies a further factor π. The specular fraction is therefore p = exp(−16π³h²/λ²)." This p is then used at all angles to obtain a boundary mean free path.

The first two sentences are correct. The third is not, and the error changes the conclusions about the wire. The use of a single p at all angles also needs a stated restriction.

**The phase of one surface element**

I take a scalar wave with time factor exp(−iωt) and k = 2π/λ. The solid fills z > 0, the mean surface is z = 0, and θ is the angle of incidence from the normal. The wave numbers along and normal to the surface are

k_x = k sinθ, q₀ = k cosθ.

Let the wave vanish on the surface, so that no energy is lost there. Above a flat surface at height ζ the field is

u = exp(ik_x x) [exp(−iq₀z) + r exp(iq₀z)].

Setting u = 0 at z = ζ gives

r = −exp(−2iq₀ζ).

The 2 counts the way in and the way out. The minus sign in the exponent says that a raised element shortens the path. It does not affect the average below, because positive and negative heights are equally likely.

For a rough surface with gentle slopes and a correlation length much longer than the wavelength, each element reflects as a flat piece at its own height. This is the phase approximation, and its limits are examined below.

**Where the extra π is lost again**

The specular wave is the part of the reflected field that varies along the surface as exp(ik_x x). Its amplitude is the surface average of r, which for a large surface equals the average over heights:

⟨r⟩ = −[1/(h√(2π))] ∫ exp(−ζ²/(2h²) − 2iq₀ζ) dζ,

with ζ running from −∞ to ∞. Completing the square,

−ζ²/(2h²) − 2iq₀ζ = −(ζ + 2iq₀h²)²/(2h²) − 2q₀²h².

To check this, expand the square: it contains −4q₀²h⁴, which after division by −2h² becomes +2q₀²h², and the last term removes it. The integrand has no singularities and decays at both ends, so the imaginary shift of ζ leaves the integral unchanged. Its value is h√(2π), and

⟨r⟩ = −exp(−2q₀²h²).

The Gaussian integral does produce a root of π, but as a prefactor, where the normalization of the height distribution cancels it. Nothing multiplies the exponent by π.

The specular energy fraction is the squared modulus of this amplitude:

p = |⟨r⟩|² = exp(−4q₀²h²) = exp(−16π²h²cos²θ/λ²).

At normal incidence the exponent is 16π²h²/λ², which is the mean square phase the manuscript had already found. The amplitude carries half of it, 8π²h²/λ², and squaring restores the whole.

The order of averaging and squaring matters. Since |r|² = 1 for every element, squaring first would give 1, the total reflected energy. The difference 1 − p is scattered diffusely, not absorbed. The role of random phases is clear for N independent patches of equal area. In the mean of |(1/N) Σ r_j|² there are N equal-patch terms, each 1, and N(N − 1) cross terms, each p. Hence

⟨|(1/N) Σ r_j|²⟩ = 1/N + (1 − 1/N)p = p + (1 − p)/N.

The second term is diffuse energy that happens to leave in the specular direction, and it vanishes for a large surface.

**Could h have meant something else?**

The faulty formula is the correct one with h replaced by √π h. One should therefore ask whether another measure of roughness would rescue it.

The mean absolute height is

a = 2 ∫₀^∞ ζ exp(−ζ²/(2h²)) dζ / (h√(2π)) = 2h²/(h√(2π)) = h√(2/π).

Thus h² = πa²/2, and the exponent becomes 8π³a²/λ². A cube of π appears legitimately, but with 8 in front.

The height difference of two independent points is Gaussian with variance 2h². By the result just found, its mean absolute value is √2 h√(2/π) = 2h/√π. Half of this is b = h/√π, so h² = πb² and the exponent is 16π³b²/λ². That is the manuscript's coefficient, but for a length the manuscript does not use. It defines h as the rms height, and for that definition the coefficient is 16π².

**Does the phase approximation hold?**

The derivation treats each element as locally flat. A solution of the wave equation that meets the boundary condition on the whole surface checks this. The surfaces are periodic, vary along x, and are sums of many cosines with random phases, so their heights are nearly Gaussian. The reflected field is expanded in outgoing and evanescent waves fitted at surface points, which is justified for small slopes. The height correlation approximates exp(−x²/l²), sampled at the discrete wave numbers of the period with the zero wave number left out, with kh = 0.50 and kl = 12.566. The rms slope is √2 h/l, about 0.06.

From the mean specular amplitude one can extract the coefficient −ln p · λ²/h². At normal incidence it is 159.6, against 16π² = 157.9 and 16π³ = 496.1. At 45 degrees it is 76.7, against the phase value 79.0. The deviations from the phase formula are about 1 percent upward and 3 percent downward. Both lie within the 5 percent tolerance set for a finite ensemble, period and correlation length, and the π³ form is excluded.

**The effect of a finite correlation length**

An expansion in small height shows when the phase result fails. Write the surface as ζ(x) = Σ ζ_κ exp(iκx), with ζ₀ = 0 and ζ₋κ the complex conjugate of ζ_κ. A component κ scatters the wave to the normal wave number

q_κ = √(k² − (k_x + κ)²),

which is taken positive, or positive imaginary when the wave is evanescent. After division by exp(ik_x x), the boundary condition reads

exp(−iq₀ζ) + Σ R_κ exp(iκx + iq_κζ) = 0.

Now collect powers of ζ.

Order zero: 1 + R₀ = 0, so R₀ = −1.

Order one: the incident wave gives −iq₀ζ, and the zeroth-order reflected wave gives another −iq₀ζ. Hence R_κ = 2iq₀ζ_κ.

Order two: the incident wave gives −q₀²ζ²/2 and the zeroth-order reflected wave gives +q₀²ζ²/2, which cancel. There remains the first-order wave evaluated at height ζ:

Σ (2iq₀ζ_κ)(iq_κζ) exp(iκx) + second-order waves = 0.

Averaging over x selects ζ₋κ from ζ. Because (2i)(i) = −2, the second-order correction to R₀ is +2q₀ Σ q_κ|ζ_κ|². With Σ⟨|ζ_κ|²⟩ = h²,

⟨R₀⟩ = −1 + 2q₀h²⟨q_κ⟩,

where the last average is weighted by the roughness spectrum. Squaring the modulus and keeping order h²,

1 − p = 4q₀h²⟨Re q_κ⟩ = 4q₀²h²F, F = ⟨Re q_κ⟩/q₀.

The imaginary part of ⟨q_κ⟩ enters p at order h⁴. Energy balance confirms the result: the first-order waves carry the fraction Σ|R_κ|² Re q_κ/q₀ = 4q₀ Σ|ζ_κ|² Re q_κ, which is the same loss.

The phase formula, expanded for small h, corresponds to F = 1. For the correlation exp(−x²/l²) the spectrum is Gaussian in κ,

w(κ) = [l/(2√π)] exp(−κ²l²/4), ⟨κ²⟩ = 2/l².

When kl is large, expand q_κ to second order in κ:

q_κ ≈ q₀ − k_xκ/q₀ − κ²k²/(2q₀³).

The coefficient of κ² combines −1/(2q₀) and −k_x²/(2q₀³), using q₀² + k_x² = k². The linear term averages to zero, so

F ≈ 1 − 1/((kl)²cos⁴θ).

The condition is therefore kl cos²θ ≫ 1, which fails towards grazing incidence. For kl = 12.566 this leading term gives a reduction of 0.6 percent at normal incidence and 2.5 percent at 45 degrees; the full spectral average gives 0.6 and 3.0 percent.

A second effect acts in the wave calculation. Its surfaces are sums of 19 cosines, so their heights are not exactly Gaussian. A cosine of amplitude a has the phase average J₀(2q₀a), with J₀ the Bessel function, and the product over all cosines replaces exp(−2q₀²h²). This raises the exponent by 1.7 percent at normal incidence and 0.8 percent at 45 degrees. The discrete spectrum of these surfaces, which lacks κ = 0, is also slightly wider than the continuous one, so the reduction of F is 0.7 and 3.3 percent for them. Together the effects give about +1.0 percent and −2.5 percent, which is consistent with the deviations found. The 120 surfaces of the run leave a random scatter (one standard deviation) of about 0.7 percent at normal incidence and 0.3 percent at 45 degrees, so a single run of this size fixes the deviations only roughly.

For short correlation at normal incidence the change is large. At kl = 1 the spectral average gives F = 0.417, and the full wave solution at kh = 0.03 gives 0.410; the same average taken over the discrete spectrum of the periodic surfaces also gives 0.410. The phase formula then overstates the diffuse loss by a factor of about 2.4. Roughness components with |κ| > k produce evanescent waves, which carry no energy away, and strongly oblique waves carry less energy from the surface than near-normal ones.

For kl ≪ 1, still at normal incidence, the spectrum is nearly flat over |κ| < k, and w ≈ l/(2√π). The integral of √(k² − κ²) over this range is πk²/2, so

F ≈ √π kl/4, 1 − p ≈ √π k³h²l.

Here h must still be much smaller than l to keep the slopes small. These values of F belong to a wave that vanishes on a surface corrugated in one direction. Even the sign of the correction depends on the boundary condition. For a scalar wave with zero normal derivative, closer to a free surface, the same expansion gives F = ⟨Re[(q₀² − k_xκ)²/(q₀³q_κ)]⟩, which at normal incidence is 1.006 for kl = 12.566 and 0.79 for kl = 1. Roughness in two directions and conversion between phonon polarizations need their own calculation.

**What the error does to the numbers**

Take h = 0.20 nm, λ = 4.00 nm and normal incidence. The rms phase is

4π × 0.20/4.00 = 0.6283 rad,

and its square is 0.3948. Hence p = exp(−0.3948) = 0.674. The manuscript's exponent is π × 0.3948 = 1.2403, which gives p = 0.289. The surface reflects about two thirds of the energy specularly, while the manuscript would call it mostly diffuse.

The wavelength at which half the energy is specular follows from 16π²h²/λ² = ln 2:

λ_half = 4πh/√(ln 2) = 3.02 nm.

The π³ form moves it to 5.35 nm, larger by √π = 1.77. Conversely, if h is inferred from a known p, the faulty exponent returns a roughness too small by the same factor.

**The mean free path in the wire**

The manuscript assigns one p to all angles and neglects bulk scattering. Within this gray model, suppose that each diffuse reflection sends phonons out with the local equilibrium distribution of the wall. Let μ be the cosine of the angle between a phonon's path and the wire axis, and L the distance back to its last diffuse reflection. A phonon carries the temperature of a place displaced by μL along the axis, and its axial velocity is μv. The conductivity is therefore Cv⟨μ²L⟩, with C the heat capacity per volume. Comparing with CvΛ/3 gives

Λ = 3⟨μ²L⟩.

Specular reflection in a circular cylinder preserves the chord length. A phonon has on average half a chord behind it, plus n whole chords with probability (1 − p)pⁿ. The mean of n is p/(1 − p), so the mean number of chords is

1/2 + p/(1 − p) = (1 + p)/(2(1 − p)).

A chord of length c in the cross-section has length c/√(1 − μ²) in space. For isotropic directions μ is uniform, and setting μ = sin s gives

∫₀¹ μ²/√(1 − μ²) dμ = ∫₀^{π/2} sin²s ds = π/4.

For points spread uniformly over a circle of radius R = D/2, a chord at distance y from the centre has length 2√(R² − y²) and is weighted by that same length. Thus

⟨c⟩ = [4/(πR²)] ∫ (R² − y²) dy = [4/(πR²)](4R³/3) = 8D/(3π),

with y from −R to R. Collecting factors,

Λ = 3 × (π/4) × 8D/(3π) × (1 + p)/(2(1 − p)) = D(1 + p)/(1 − p).

For D = 50 nm the correct normal-incidence p gives

Λ = 50 nm × 1.67383/0.32617 = 256.6 nm,

and tracing random rays gives 256.8 nm. The faulty p gives 90.7 nm, too short by a factor of 2.83. With s now denoting the correct exponent, (1 + p)/(1 − p) = coth(s/2), so the ratio of correct to faulty path is coth(s/2)/coth(πs/2). It tends to π for very smooth surfaces and to 1 for very rough ones, where both formulas predict diffuse reflection.

These lengths illustrate sensitivity to p; they do not predict the conductivity of a real wire. Nor can the cos²θ formula simply be inserted into the same model. For a path at angle ϑ to the axis, cosθ is proportional to sinϑ, so at small ϑ the diffuse probability 1 − p falls as sin²ϑ, while the chord grows as 1/sinϑ. With the solid-angle factor sinϑ, the average contains ∫ dϑ/sin²ϑ, which diverges at ϑ = 0. Near grazing the phase formula is itself outside its range: in the second-order result 1 − p = 4q₀h²⟨Re q_κ⟩ the average stays finite, so 1 − p falls only as sinϑ and the integral becomes ∫ dϑ/sinϑ. This still diverges, though logarithmically, so in these models bulk scattering must limit the path.

**Requested changes**

The exponent should be 16π²h²/λ² at normal incidence, with h stated to be the rms height and the correlation length given, so that the condition kl cos²θ ≫ 1 can be judged. The wire results should be recalculated and either labelled as a constant-p model or extended to include angle dependence together with bulk scattering. The main numerical results quoted here appear in the check's output; the others, apart from the estimated ensemble scatter, follow from the formulas above.

Computed results

```
rms roughness h = 0.20 nm
phonon wavelength = 4.00 nm
wire diameter = 50.0 nm
rms phase at normal incidence = 0.6283 rad
correct exponent 16 pi^2 h^2/lambda^2 = 0.3948 (no unit)
faulty exponent 16 pi^3 h^2/lambda^2 = 1.2403 (no unit)
mean amplitude, quadrature = 0.82087 (no unit)
its square, quadrature = 0.67383 (no unit)
p, correct formula = 0.67383 (no unit)
p, faulty pi^3 formula = 0.28931 (no unit)
half-specular wavelength, correct = 3.019 nm
half-specular wavelength, quadrature root = 3.019 nm
half-specular wavelength, faulty = 5.351 nm
ratio sqrt(pi) = 1.7725 (no unit)
16 pi^2 = 157.91, 16 pi^3 = 496.10 (no unit)
wave solver: k h = 0.50, k l = 12.566 (no unit)
wave solver 0 deg: p = 0.3639 (no unit)
  coefficient of h^2/lambda^2 = 159.63 (no unit)
  phase formula coefficient = 157.91 (no unit)
  largest energy error = 7.3e-14 (no unit)
wave solver 45 deg: p = 0.6154 (no unit)
  coefficient of h^2/lambda^2 = 76.66 (no unit)
  phase formula coefficient = 78.96 (no unit)
  largest energy error = 8.8e-09 (no unit)
short correlation: k h = 0.03, k l = 1.0 (no unit)
  loss factor F, wave solver = 0.4098 (no unit)
  loss factor F, second order = 0.4171 (no unit)
  largest energy error = 1.2e-08 (no unit)
long correlation: F, second order = 0.99361 (no unit)
mean absolute height / rms = 0.79788 (no unit)
  coefficient with that length = 248.05 (no unit)
half mean height difference / rms = 0.56419 (no unit)
  coefficient with that length = 496.10 (no unit)
gray wire mean free path, correct p = 256.6 nm
gray wire mean free path, random rays = 256.8 nm
gray wire mean free path, faulty p = 90.7 nm
ratio correct/faulty path = 2.829 (no unit)
```
